# Coupled band and dielectric-cutoff convergence in G0W0 for the electron gas, part 2

Can the band number $N$ and the dielectric cutoff of a G0W0 calculation be converged one at a time? The questioner's procedure doubles $N$ at a low cutoff until the energy moves by less than 10 meV, freezes $N$, then doubles the cutoff likewise. Each parameter keeps its value before the last doubling; the start is 25 bands and 6 Ry.

Hartree atomic units are used; a cutoff $Q<Q_c$ has energy $Q_c^2$ Ry, with $\mathbf Q=\mathbf q+\mathbf G$. The model is the spin-unpolarized electron gas, $n=k_F^3/3\pi^2$, $\varepsilon_p=p^2/2$, as an empty lattice with $Z=n\Omega$ electrons per cell of volume $\Omega$. In the RPA, $W=v+W^c$ and $v=4\pi/Q^2$. The polarizability $\chi_0$, taken as converged until stated otherwise, sums transitions $\mathbf s\to\mathbf s+\mathbf Q$ of energy $\Delta_s=Q^2/2+\mathbf s\cdot\mathbf Q$. At large $Q$, $W^c\approx v^2\chi_0$, neglecting $|v\chi_0|\approx16\pi n/Q^4$.

For state $\mathbf k$, the Coulomb hole $\Sigma_{\rm CH}$ integrates $f$ over the intersection of the balls $Q<Q_c$ and $|\mathbf k-\mathbf Q|<K$, where $N=\frac{\Omega K^3}{6\pi^2}$ and

$$f=-\int_0^\infty d\omega\,\frac{B(Q,\omega)}{\Delta+\omega},\qquad \Delta=\varepsilon_{\mathbf k-\mathbf Q}-\varepsilon_k .$$

$B\ge0$ is the spectral function of $W^c$. For $\Delta>0$, $f$ also equals $\frac1\pi\int_0^\infty d\nu\,W^c(Q,i\nu)\frac{\Delta}{\Delta^2+\nu^2}$. At $k_F$ this imaginary-axis form gives the complete correlation self-energy, screened exchange included, and $\Sigma_c(k_F,\varepsilon_F)=d(n\epsilon_c)/dn$, with $n\epsilon_c$ the RPA correlation energy per volume.

Band scans are exactly flat from

$$N^*=\frac{\Omega\,(Q_c+k)^3}{6\pi^2},$$

cutoff scans from $Q_c^*=K+k$. With $T(X)=-\frac{8n}{3X^3}$, the missing amounts are:

*Cutoff tail* (all bands):
$$T(Q_c)\left[1+\frac35\,\frac{k_F^2/5+k^2/3}{Q_c^2}\right]$$

*Band tail* (no cutoff):
$$T(K)\left[1+\frac35\,\frac{k_F^2/5+11k^2/3}{K^2}\right],\qquad T(K)=-\frac{4Z}{9\pi^2N}$$

*Matched radii* ($K=Q_c$): $T(K)[1+3k/4K]$, a correction in $N^{-4/3}$.

*Static limit* ($\Delta=0$): $2T(Q_c)[1+\frac{12}{25}k_F^2/Q_c^2]$.

### Why the errors do not add

A common refinement runs a base point $(K_0,Q_0)$, converges each parameter separately from it, and adds both corrections: $\Sigma(\infty,Q_0)+\Sigma(K_0,\infty)-\Sigma(K_0,Q_0)$. The three terms are integrals over the cutoff ball, the band ball and their intersection. The sum of two balls minus their intersection is the integral over their union. The region outside both balls is never sampled. When the two radii are nearly equal and several times $k$ it holds most of the error of the base point; when one radius exceeds the other by $k$ or more, the union is the larger ball and the estimate misses that ball's whole tail. At $k=0$ with $K_0=Q_0$ all three regions coincide, both corrections are zero, and the estimate recovers nothing.

### Worked example

The chosen inputs are a bcc cell with $a=3.30$ Å $=6.2361$ bohr and $Z=5$. They only fix a metallic model density and the conversion between $N$ and $K$. Then $\Omega=a^3/2=121.257$ bohr$^3$, $n=5/121.257=0.041235$ bohr$^{-3}$, $r_s=1.7956$ bohr, $k_F=1.06879$ bohr$^{-1}$, $\varepsilon_F=15.542$ eV, $N=2.0477\,K^3$, and 1 Ha $=27.2114$ eV.

The ingredients were checked first. At $Q=3k_F$, $\Delta=2$ Ha, the real-axis integral of $B$ and the imaginary-axis formula both give $f=-0.00890904$ Ha bohr$^3$. The converged $\Sigma_c(k_F)$ is $-1.96466$ eV, a finite difference of the RPA energy gives $-1.96466$ eV, and the Perdew-Wang fit to the RPA energy gives $-1.9637$ eV, 1 meV away. The converged Coulomb hole at $k=0$ is $-7.7326$ eV; it is not comparable with the former number, which includes screened exchange.

The sphere model was checked against an explicit empty-lattice sum on a shifted $12^3$ mesh, with bands sorted by energy at every point and a 12 Ry cutoff. At $k=k_F$ the bands above 20 contribute $-0.4192$ eV when cut by index, $-0.4185$ eV when cut by energy, and $-0.4179$ eV in the sphere formula; above 40 the values are $-0.1461$, $-0.1462$ and $-0.1461$ eV. At $k=0$ the bands above 20 give $-0.2346$, $-0.2330$ and $-0.2331$ eV. On this mesh the last band that contributes anything is 198 at $k_F$ and 92 at $k=0$, against $N^*=190.7$ and $85.1$. The excess arises because the number of plane waves below a given energy fluctuates across the zone; the value shifts by a few bands with the mesh and, at $k_F$, by up to about ten with the direction of $\mathbf k$, falling on either side of $N^*$.

$\Sigma_c(k_F)$ in eV:

| $N$ | 6 Ry | 12 Ry | 24 Ry | 48 Ry | $\infty$ |
|---|---|---|---|---|---|
| 25 | −1.5477 | −1.5836 | −1.5836 | −1.5836 | −1.5836 |
| 50 | −1.7178 | −1.7936 | −1.7969 | −1.7969 | −1.7969 |
| 100 | −1.7502 | −1.8736 | −1.8898 | −1.8898 | −1.8898 |
| 200 | −1.7502 | −1.8906 | −1.9281 | −1.9299 | −1.9299 |
| 400 | −1.7502 | −1.8906 | −1.9387 | −1.9481 | −1.9481 |
| 800 | −1.7502 | −1.8906 | −1.9388 | −1.9551 | −1.9566 |
| $\infty$ | −1.7502 | −1.8906 | −1.9388 | −1.9556 | −1.9647 |

All entries have $Q_c\ge2.449>2k_F=2.138$ and $K\ge2.303>k_F$, so all differences are Coulomb hole. The step from 100 to 200 bands is worth 0 meV at 6 Ry, $-17.0$ meV at 12 Ry, $-38.3$ meV at 24 Ry and $-40.1$ meV at 48 Ry. If the parameters were independent these four numbers would be equal.

At 6 Ry, $Q_c=\sqrt6=2.449$ and $N^*=2.0477\,(2.449+1.069)^3=89$. The plateau misses $T=-8(0.041235)/(3\cdot6^{3/2})=-0.00748$ Ha $=-203.6$ meV, times $1+0.32\,(1.1423/6)=1.061$, which is $-216.0$ meV; quadrature gives $-214.5$ meV. The closeness at this low cutoff is partly a cancellation of omitted terms: the tail with $W^c=v^2\chi_0$ unexpanded is $-219.1$ meV, so the higher terms of the expansion add about 3 meV in magnitude, while the dropped screening ($16\pi n/Q^4=0.058$ at $Q=Q_c$, falling quickly beyond) removes about 4.6 meV, some 2 % of $T$ against the kept 6 %. At 12, 24 and 48 Ry the onsets are 191, 435 and 1047 bands and the missing amounts $-74.0$, $-25.8$ and $-9.1$ meV, against $-74.2$, $-25.8$ and $-9.1$ meV from the formula.

For the bands, $4Z/9\pi^2$ is 6.1269 eV. At $N=100$, $K=3.655$, the cutoff plateau starts at $(3.655+1.069)^2=22.3$ Ry, and the missing amount is $-61.3$ meV times $1+2.32\,(1.1423/13.36)=1.198$, or $-73.4$ meV, against $-74.9$ meV by quadrature. At $N=25$ the leading term, $-245.1$ meV, is far from the true $-381.0$ meV and the corrected value is $-367.6$ meV: with $K$ only about twice $k_F$ the $1/N$ regime has not begun. At $N=800$ the three numbers are $-7.7$, $-8.1$ and $-8.0$ meV.

Now your procedure, with threshold 10 meV. At 6 Ry the doublings $25\to50\to100\to200$ change the result by 170, 32 and 0.00 meV, so you keep $N=100$. At $N=100$ the doublings $6\to12\to24\to48$ Ry change it by 123, 16 and 0.00 meV, so you keep 24 Ry. The result is $-1.8898$ eV, off by 74.9 meV. The first zero occurred because $100>89$, the second because $24>22.3$. Repeating the cycle helps but does not finish the job. At 24 Ry the steps $100\to200\to400\to800$ are 38.3, 10.7 and 0.1 meV (from unrounded values), so $N=400$; there $24\to48$ Ry changes 9.4 meV, and the loop closes at $-1.9387$ eV, still 26 meV off.

A smaller error survives even without the coupling. For a $1/N$ tail, doubling $N$ removes half of the remaining error, so the error at the lower point is twice the observed step. In the last column $400\to800$ moves 8.5 meV while $N=400$ misses 16.6 meV.

The additive estimate from (100 bands, 12 Ry) is $-1.8906-1.8898+1.8736=-1.9068$ eV. It lowers the error from 91.1 to 57.9 meV, and the remainder equals the integral over the region outside both spheres.

Extrapolation works when both radii grow. If $\Sigma(N)=\Sigma_\infty+c/N$, then $2\Sigma(2N)-\Sigma(N)=\Sigma_\infty$. With $Q_c=K+k_F$, which means 32.2 Ry at $N=200$ and 47.2 Ry at $N=400$, this gives $2(-1.9481)+1.9299=-1.9663$ eV, an error of $-1.6$ meV, of which the $N^{-5/3}$ term accounts for $-1.4$ meV. With $Q_c=K$ the points are $-1.9257$ and $-1.9464$ eV and the limit is $-1.9670$ eV, an error of $-2.3$ meV. In spite of its slower $N^{-4/3}$ correction the matched path is only slightly worse here, and it uses a smaller matrix. The same fit at fixed 6 Ry returns $-1.7502$ eV, with the full 214.5 meV missing, since a flat line extrapolates to itself.

### Bands in the polarizability

The sum in $\chi_0(Q)$ needs final states $\mathbf s+\mathbf Q$ with $s<k_F$, whose lengths run up to $Q+k_F$. It is complete only for $K\ge Q+k_F$ and vanishes for $K<Q-k_F$. By direct quadrature at $Q^2=12$ Ry, the static $\chi_0$ reaches 0.5680 of its full value at $K=Q$ and 1.000000 at $K=Q+k_F$. The condition $|\mathbf s+\mathbf Q|<Q$ means $\mu<-s/2Q$, fewer than half of the transitions, but these have the smaller $\Delta_s$ and carry more weight in the static $\chi_0$, where the weight is $1/\Delta_s$. At imaginary frequencies of order $Q^2/2$ the advantage is lost: at $\nu=6$ Ha the same ratio is about 0.43. With one $N$ for both sums the plateau starts at $K=Q_c+\max(k,k_F)$. The leading tail is unchanged, but the effective radius becomes $K+\min(a,b)$ with $a=\mathbf k\cdot\hat{\mathbf Q}$ and $b=-\mathbf s\cdot\hat{\mathbf Q}$. Since $\min(a,b)=\frac12(a+b)-\frac12|a-b|$ and $a$, $b$ average to zero, the mean is negative, and a first-order $N^{-4/3}$ correction appears as in the matched case.

### Limits of the argument

$T$ does not depend on $k$, so it cancels in energy differences within the gas. Between $k=k_F$ and $k=0$ only the corrections remain. The asymptotic estimates are $(\frac{8}{25}-\frac{3}{25})(1.1423/6)(203.6)\approx8$ meV at 6 Ry and $(\frac{58}{25}-\frac{3}{25})(1.1423/13.36)(61.3)\approx12$ meV at 100 bands. The full integrals are somewhat larger, 10 and 13 meV, to be set against 214.5 and 74.9 meV for the level at $k_F$. These band figures take $\chi_0$ as converged. With one $N$ for both sums the first-order correction differs between the two states, so their spacing converges as $N^{-4/3}$; at 100 bands it misses 15 meV, against 91 meV for the level at $k_F$. A bandwidth in a nearly free-electron metal thus converges much faster than an absolute level. In a linearized quasiparticle equation each shift is further multiplied by the renormalization factor of its state; where that factor differs between two states, $T$ times the difference survives in their spacing, unless the self-energy at the Fermi level is subtracted before the multiplication.

For real solids the following is qualitative. A Bloch state contains many plane waves $\mathbf k+\mathbf G$, and high bands are nearly free. Each component has its own onset $Q_c+|\mathbf k+\mathbf G|$, so the plateau is rounded instead of sharp, and off-diagonal elements of $W$ contribute. A cutoff imposed on $|\mathbf G|$ instead of $|\mathbf q+\mathbf G|$ blurs the edge by up to the zone radius. Large $Q$ means short distance, so the $n$ in $T$ is replaced by something like the density sampled by the state. A localized $d$ state and an extended $sp$ state then have different tails, and the cancellation in gaps and level spacings is incomplete. The numbers $N^*$ scale with $\Omega$, so a band count taken over from a smaller cell is too small, and a band energy cutoff is the transferable quantity.

For your runs, compute $N^*=\Omega(Q_c+k)^3/6\pi^2$ for the cutoff you used, with $k$ the largest wave vector that carries weight in your states. If the curve flattened near that value, the flatness reflects the cutoff. Then raise the two together, with the dielectric cutoff at or somewhat above the kinetic energy $K^2/2$ of the highest band, check with at least three points that the slope against $1/N$ is settling (in the last column of the table it is still 8.0, 7.3 and 6.8 eV between successive rows from $N=100$ to 800, against the limit 6.13 eV), and extrapolate each state separately from the highest points.

## Table of computed values

```
inputs: bcc a = 3.3 A = 6.2361 bohr, Z = 5, Omega = 121.257 bohr^3
n = 0.041235 bohr^-3, rs = 1.7956 bohr, kF = 1.06879 bohr^-1
eF = 15.542 eV, N = 2.0477 K^3 (K in bohr^-1), 1 Ha = 27.2114 eV
chi0(Q^2=12 Ry, 0) truncated/full: K=Q 0.5680, K=Q+kF 1.000000
f(Q=3kF, Delta=2 Ha): real axis -0.00890904, imag axis -0.00890904 Ha bohr^3
Sigma_c(kF) = -1.96466 eV, d(n ec)/dn = -1.96466 eV, PW-RPA fit = -1.9637 eV
Sigma_CH(k=0) converged = -7.7326 eV
cutoff tail k=0: (ratio-1)(X/kF)^2 at X=40kF = 0.1197, formula 0.1200
cutoff tail k=kF: (ratio-1)(X/kF)^2 at X=40kF = 0.3199, formula 0.3200
band tail k=kF: (ratio-1)(X/kF)^2 at X=40kF = 2.3221, formula 2.3200
static tail / 2: (ratio-1)(X/kF)^2 at X=40kF = 0.4799, formula 0.4800
matched tail k=kF: (ratio-1)(X/kF) at X=40kF = 0.7840, formula 0.7500
leading band tail 4Z/(9 pi^2 N) = 6.1269 eV / N
12 Ry, k=0kF, bands>20: lattice -0.2346, lattice by energy -0.2330, spheres -0.2331 eV
12 Ry, k=0kF, bands>40: lattice -0.0820, lattice by energy -0.0816, spheres -0.0817 eV
12 Ry, k=0kF: last contributing band 92, N* formula 85.1
12 Ry, k=1kF, bands>20: lattice -0.4192, lattice by energy -0.4185, spheres -0.4179 eV
12 Ry, k=1kF, bands>40: lattice -0.1461, lattice by energy -0.1462, spheres -0.1461 eV
12 Ry, k=1kF: last contributing band 198, N* formula 190.7
K(N) bohr^-1: 2.303 2.901 3.655 4.605 5.802 7.310
Sigma_c(kF) in eV; columns N = 25 50 100 200 400 800 inf
 6.0 Ry: -1.5477 -1.7178 -1.7502 -1.7502 -1.7502 -1.7502 -1.7502
12.0 Ry: -1.5836 -1.7936 -1.8736 -1.8906 -1.8906 -1.8906 -1.8906
24.0 Ry: -1.5836 -1.7969 -1.8898 -1.9281 -1.9387 -1.9388 -1.9388
48.0 Ry: -1.5836 -1.7969 -1.8898 -1.9299 -1.9481 -1.9551 -1.9556
 inf Ry: -1.5836 -1.7969 -1.8898 -1.9299 -1.9481 -1.9566 -1.9647
6 Ry: Qc 2.449 bohr^-1, N* 89, missing -214.5 meV, T -203.6, corrected -216.0 meV
12 Ry: Qc 3.464 bohr^-1, N* 191, missing -74.0 meV, T -72.0, corrected -74.2 meV
24 Ry: Qc 4.899 bohr^-1, N* 435, missing -25.8 meV, T -25.4, corrected -25.8 meV
48 Ry: Qc 6.928 bohr^-1, N* 1047, missing -9.1 meV, T -9.0, corrected -9.1 meV
N=25: plateau from 11.4 Ry, missing -381.0 meV, T -245.1, corrected -367.6 meV
N=50: plateau from 15.8 Ry, missing -167.8 meV, T -122.5, corrected -161.1 meV
N=100: plateau from 22.3 Ry, missing -74.9 meV, T -61.3, corrected -73.4 meV
N=200: plateau from 32.2 Ry, missing -34.8 meV, T -30.6, corrected -34.5 meV
N=400: plateau from 47.2 Ry, missing -16.6 meV, T -15.3, corrected -16.5 meV
N=800: plateau from 70.2 Ry, missing -8.1 meV, T -7.7, corrected -8.0 meV
protocol: at 6 Ry stop at N=100, doubling changes 0.00 meV
protocol: at N=100 stop at 24 Ry, doubling changes 0.00 meV
protocol result -1.8898 eV, true error 74.9 meV
additive from (100, 12 Ry): -1.9068 eV, error 57.9 meV, base error 91.1 meV
1/N fit Qc=K+kF: N=200 -1.9299, 400 -1.9481, limit -1.9663 eV, error -1.6 meV
1/N fit Qc=K: N=200 -1.9257, 400 -1.9464, limit -1.9670 eV, error -2.3 meV
1/N fit at fixed 6 Ry: limit -1.7502 eV, error 214.5 meV
```
